# Doping Dependence of Valley-Repopulation Piezoresistance in n-Type Silicon

## Valley repopulation and the doping factor

### What dimensions and symmetry fix

The conduction band of silicon has six equivalent ellipsoidal valleys, two on each cubic axis. Stress along [001] separates the energy of the $z$ pair from that of the $x$ and $y$ pairs by an amount $\Delta$ proportional to the stress. Electrons move towards the lower valleys. Since a valley conducts differently along its axis and across it, the resistivity becomes anisotropic.

Let the relaxation time in a valley be
$$\tau(E)=\tau_c\,(E/E_c)^s, \tag{1}$$
where $E$ is measured from the edge of that valley. The constants $\tau_c$ and $E_c$ enter only through the product $\tau_cE_c^{-s}$, which multiplies every valley's conductivity and cancels from a fractional change, as does $e^2$. Two energies remain: $kT$, and the zero-temperature Fermi energy $E_{F0}$ built from $\hbar$, the mass and the carrier density $N$. To first order in $\Delta$, therefore,
$$\frac{\delta\sigma_{zz}}{\sigma}=A\,\frac{\Delta}{kT}\,G_s\!\left(\frac{kT}{E_{F0}}\right), \tag{2}$$
where $A$ depends on the mass ratio. If the response has a finite, nonzero limit as $T\to0$, then $G_s(t)$ must be proportional to $t$ at small $t$, and the response becomes proportional to $\Delta/E_{F0}$, with no temperature in it. It remains to find $G_s$, $A$ and the coefficient of the limit.

Symmetry fixes the transverse response. The trace of the conductivity tensor is the same function of population for each valley. Only valley shifts relative to their mean matter at fixed $N$, as shown below, and these sum to zero. The trace is then unchanged to first order, so $\delta\sigma_{xx}=\delta\sigma_{yy}=-\delta\sigma_{zz}/2$.

### Conductivity of one valley

Gaussian units are used in the algebra, and the electron charge is $-e$. With a field $\mathcal E$ along a principal axis $a$ of the valley, the steady Boltzmann equation in the relaxation-time approximation is
$$-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_a}=-\frac{f-f_0}{\tau}.$$
Since $\partial f_0/\partial k_a=\hbar v_a\,\partial f_0/\partial E$, this gives $f-f_0=e\mathcal E\tau v_a\,\partial f_0/\partial E$. The current density is $-e$ times the sum of $v_a(f-f_0)$ over states, so
$$\sigma_a=e^2\int\frac{2\,d^3k}{(2\pi)^3}\,\tau v_a^2\left(-\frac{\partial f_0}{\partial E}\right). \tag{3}$$

For a parabolic ellipsoid put $\hbar k_b=\sqrt{m_b}\,q_b$. Then $E=q^2/2$ and $v_a=q_a/\sqrt{m_a}$. On a shell of constant $E$ the average of $q_a^2$ is $q^2/3=2E/3$, so the average of $v_a^2$ is $2E/(3m_a)$. The number of states per volume below $E$, both spins included, is
$$\frac{2}{(2\pi\hbar)^3}\sqrt{m_lm_t^2}\,\frac{4\pi}{3}(2E)^{3/2}
=\frac{(2m_dE)^{3/2}}{3\pi^2\hbar^3},\qquad m_d=(m_lm_t^2)^{1/3}. \tag{4}$$
Its derivative is the density of states $g(E)=(2m_d)^{3/2}E^{1/2}/(2\pi^2\hbar^3)$. Equation (3) becomes
$$\sigma_a=\frac{e^2(2m_d)^{3/2}}{3\pi^2\hbar^3m_a}\int_0^\infty E^{3/2}\,\tau(E)\left(-\frac{\partial f_0}{\partial E}\right)dE. \tag{5}$$

Let $x=E/kT$, and let $\eta$ be the Fermi level measured from the valley edge, divided by $kT$, so that $f_0=1/(1+e^{x-\eta})$. The normalized Fermi integral is
$$\mathcal F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}}
=\frac1{\Gamma(j+2)}\int_0^\infty x^{j+1}\left(-\frac{\partial f_0}{\partial x}\right)dx. \tag{6}$$
The second form follows by parts: for $j>-1$ the boundary term $x^{j+1}f_0$ vanishes at both ends. It also defines $\mathcal F_j$ for $-2<j\le-1$. Inserting (1) in (5) and using (6) with $j+1=s+3/2$ gives
$$\sigma_a=\frac{K}{m_a}\,\mathcal F_{s+1/2}(\eta),\qquad
K=\frac{e^2(2m_d)^{3/2}}{3\pi^2\hbar^3}\,\tau_cE_c^{-s}(kT)^{s+3/2}\,\Gamma(s+\tfrac52). \tag{7}$$
The integral converges at the valley edge for $s>-5/2$. From here on $s>-3/2$ is assumed, so that the first form of (6) also holds for $\mathcal F_{s+1/2}$; the next step uses it.

The derivative of a Fermi integral follows from $\partial f_0/\partial\eta=-\partial f_0/\partial x$. Differentiating the first form of (6) and comparing with the second form for index $j-1$,
$$\mathcal F_j'(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty x^j\left(-\frac{\partial f_0}{\partial x}\right)dx=\mathcal F_{j-1}(\eta). \tag{8}$$

### Valley shifts and the Fermi level

Let $X$ be the stress along [001], positive in tension. The transverse faces are free, so
$$X=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx},\qquad 0=C_{12}\varepsilon_{zz}+(C_{11}+C_{12})\varepsilon_{xx}.$$
Subtracting the second equation from the first gives $X=(C_{11}-C_{12})(\varepsilon_{zz}-\varepsilon_{xx})$. The edge of a valley on axis $i$ moves by $\delta E_i=\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\varepsilon_{ii}$. The splitting and the deviations from the mean shift $\overline{\delta E}$ are
$$\Delta=\frac{\Xi_uX}{C_{11}-C_{12}},\qquad
\delta E_z-\overline{\delta E}=\frac{2\Delta}3,\qquad
\delta E_{x,y}-\overline{\delta E}=-\frac{\Delta}3. \tag{9}$$
The first deviation is $\Xi_u[\varepsilon_{zz}-(\varepsilon_{zz}+2\varepsilon_{xx})/3]$, and the second then follows because the three deviations sum to zero.

The carrier density is a multiple of $\sum_i\mathcal F_{1/2}(\eta_i)$. Holding it fixed requires $\mathcal F_{-1/2}(\eta)\sum_i\delta\eta_i=0$ to first order. Since $\delta\eta_i=(\delta E_F-\delta E_i)/kT$, the Fermi level follows the mean edge, $\delta E_F=\overline{\delta E}$, and
$$\delta\eta_i=-\frac{\delta E_i-\overline{\delta E}}{kT}. \tag{10}$$
The constant $\Xi_d$ has dropped out. The same argument covers a prefactor $\tau_c$ that depends on the valley populations through screening. If it treats all valleys alike, its first-order change is proportional to $\sum_i\delta\eta_i$ and vanishes.

### The piezoresistance coefficient and its factor

Along $z$, the two $z$ valleys conduct with mass $m_l$ and the other four with $m_t$. From (7), (9) and (10),
$$\sigma=K\mathcal F_{s+1/2}\left(\frac2{m_l}+\frac4{m_t}\right),$$
$$\delta\sigma_{zz}=K\mathcal F'_{s+1/2}\left[\frac2{m_l}\left(-\frac{2\Delta}{3kT}\right)+\frac4{m_t}\,\frac{\Delta}{3kT}\right]
=K\mathcal F'_{s+1/2}\,\frac{4\Delta}{3kT}\left(\frac1{m_t}-\frac1{m_l}\right).$$
Divide, and multiply numerator and denominator by $m_l$. With $L=m_l/m_t$,
$$\frac{\delta\sigma_{zz}}{\sigma}=\frac23\,\frac{L-1}{2L+1}\,\frac{\Delta}{kT}\,\frac{d\ln\mathcal F_{s+1/2}}{d\eta}. \tag{11}$$
This has the form (2). Because $\delta\rho/\rho=-\delta\sigma/\sigma$, the longitudinal coefficient $\pi_{11}=(\delta\rho_{zz}/\rho)/X$ is
$$\pi_{11}=-\frac23\,\frac{L-1}{2L+1}\,\frac{\Xi_u}{C_{11}-C_{12}}\,\frac1{kT}\,\frac{d\ln\mathcal F_{s+1/2}}{d\eta},\qquad \pi_{12}=-\frac{\pi_{11}}2. \tag{12}$$
Tension raises the $z$ valleys and sends electrons into valleys whose light mass lies along the current, so the resistivity falls.

In a dilute gas $\mathcal F_j\to e^\eta$ and the logarithmic derivative is one. Define $P$ as the coefficient at $(N,T)$ divided by the dilute coefficient at a reference temperature $T_0$, with the elastic constants, $\Xi_u$, the masses and $s$ held fixed. Then, using (8),
$$\boxed{P(N,T)=\frac{T_0}{T}\,\frac{d\ln\mathcal F_{s+1/2}(\eta)}{d\eta}=\frac{T_0}{T}\,\frac{\mathcal F_{s-1/2}(\eta)}{\mathcal F_{s+1/2}(\eta)}} \tag{13}$$
A temperature-dependent $\tau_c$ has cancelled. For $s=-1/2$, the acoustic-phonon exponent, $\mathcal F_0=\ln(1+e^\eta)$ and $\mathcal F_{-1}=f_0(0)$, so
$$P=\frac{T_0}{T}\,\frac1{(1+e^{-\eta})\ln(1+e^{\eta})}\qquad(s=-\tfrac12). \tag{14}$$

Equation (12) was compared with a direct calculation: k-space sums over the ellipsoids, with the Fermi level solved numerically at stresses of $\pm1$ MPa. For $s=-1/2,\,0,\,3/2$, densities $10^{17}$, $10^{19}$ and $10^{20}\ \mathrm{cm^{-3}}$, and temperatures of 200 and 400 K, the largest relative difference in $\pi_{11}$ was $5\times10^{-7}$.

### Dilute limit

For $\eta\ll-1$ expand $f_0=e^{\eta-x}-e^{2(\eta-x)}+\dots$ in (6). The second exponential gives an integral smaller by $2^{-(j+1)}$, so $\mathcal F_j=e^\eta-2^{-(j+1)}e^{2\eta}+\dots$. Differentiating doubles the second term, and the quotient is
$$\frac{d\ln\mathcal F_{s+1/2}}{d\eta}=\frac{1-2\cdot2^{-(s+3/2)}e^\eta+\dots}{1-2^{-(s+3/2)}e^\eta+\dots}=1-\frac{e^\eta}{2^{s+3/2}}+\dots \tag{15}$$
Hence $P\to T_0/T$ whatever the value of $s$. A Boltzmann population responds to a shift through $\delta E_i/kT$, and the energy dependence of $\tau$ is averaged over a distribution whose shape does not change.

### Degenerate limit

Let $p=s+3/2$. By (6), $\Gamma(p+1)\mathcal F_{s+1/2}$ is the integral of $x^p$ weighted by $-\partial f_0/\partial x$, which for $\eta\gg1$ is a narrow even peak at $x=\eta$ with variance $\pi^2/3$. Expanding $x^p$ to second order about the peak gives
$$\Gamma(p+1)\,\mathcal F_{s+1/2}=\eta^p\left[1+\frac{\pi^2p(p-1)}{6\eta^2}+\dots\right]. \tag{16}$$
The logarithm is $p\ln\eta+\pi^2p(p-1)/(6\eta^2)$, and its derivative is
$$\frac{d\ln\mathcal F_{s+1/2}}{d\eta}=\frac p\eta\left[1-\frac{\pi^2(p-1)}{3\eta^2}+\dots\right]. \tag{17}$$

This quantity is proportional to $T$ at leading order, because $\eta\simeq E_{F0}/kT$. The factor $T_0/T$ in (13) removes that dependence. To see what is left, $\eta$ must be found at fixed $N$. Six valleys filled to $E_{F0}$ hold, by (4),
$$N=6\,\frac{(2m_dE_{F0})^{3/2}}{3\pi^2\hbar^3},\qquad
E_{F0}=\frac{\hbar^2}{2m_d}\left(\frac{3\pi^2N}{6}\right)^{2/3}. \tag{18}$$
At finite temperature $E_{F0}^{3/2}$ is replaced by the thermal average of $E^{3/2}$, which is (16) with $p=3/2$. Writing $t=kT/E_{F0}$,
$$\eta^{3/2}\left(1+\frac{\pi^2}{8\eta^2}\right)=t^{-3/2}
\quad\Rightarrow\quad
\eta=\frac1t\left(1-\frac{\pi^2t^2}{12}\right),\qquad \frac1\eta=t\left(1+\frac{\pi^2t^2}{12}\right), \tag{19}$$
to this order. Substitute in (17) with $p-1=s+1/2$. The bracket contains $\frac1{12}-\frac13(s+\frac12)=-\frac{1+4s}{12}$, and $(T_0/T)\,t=kT_0/E_{F0}$, so
$$\boxed{P=\left(s+\tfrac32\right)\frac{kT_0}{E_{F0}}\left[1-\frac{\pi^2}{12}(1+4s)\left(\frac{kT}{E_{F0}}\right)^2+\dots\right]} \tag{20}$$

The leading term is independent of $T$ and falls as $N^{-2/3}$. Its coefficient has a direct reading. At low temperature a valley filled to energy $E$ holds a number of electrons proportional to $E^{3/2}$, and their mobility is proportional to $E^s$. Its conductivity varies as $E^{s+3/2}$, and a relative edge shift $\delta E$ changes it by the fraction $(s+3/2)\,\delta E/E_{F0}$. The temperature never enters, because the Fermi energy has replaced $kT$ as the scale against which the shift is measured.

The correction in (20) raises $P$ for $s<-1/4$ and lowers it for $s>-1/4$. Its coefficient was tested at 10 K and $10^{20}\ \mathrm{cm^{-3}}$. For $s=-1/2$ the computed value is 0.823 against 0.822 from (20), and for $s=3/2$ it is $-5.75$ against $-5.76$. The coefficient for $s=3/2$ is seven times larger in size, and the correction is quadratic in $T$, so this case needs a temperature about $\sqrt7\approx2.6$ times lower to come equally close to its limit.

### An n-type silicon strain gauge

Take rough typical values for silicon: $m_l=0.92\,m$ and $m_t=0.19\,m$, with $m$ the free-electron mass, $\Xi_u=9$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa. Then $L=4.84$ and the geometrical factor in (11) is 0.240. With $T_0=300$ K, $kT_0=25.85$ meV, and the dilute coefficient is
$$\pi_{11}=-\frac{0.2397\times9\ \mathrm{eV}}{102\ \mathrm{GPa}\times0.02585\ \mathrm{eV}}=-0.82\ \mathrm{GPa^{-1}}=-82\times10^{-11}\ \mathrm{Pa^{-1}},$$
or $-82\times10^{-12}\ \mathrm{cm^2/dyn}$.

At $N=10^{20}\ \mathrm{cm^{-3}}$ and 300 K the solution for the Fermi level is $\eta=2.522$. For $s=-1/2$, (14) gives
$$P=\frac1{(1+0.0803)\times2.599}=0.356,$$
and $\pi_{11}=0.356\times(-82)\times10^{-11}=-29\times10^{-11}\ \mathrm{Pa^{-1}}$. At 300 K and the same $s$, the dependence on density is:

| $N$ (cm$^{-3}$) | $\eta$ | $P$ | change of $P$ (%/K) |
|---|---|---|---|
| $10^{17}$ | −5.61 | 0.998 | −0.332 |
| $10^{18}$ | −3.30 | 0.982 | −0.324 |
| $10^{19}$ | −0.88 | 0.845 | −0.256 |
| $10^{20}$ | 2.52 | 0.356 | −0.027 |

In this model, heavy doping gives up nearly two thirds of the sensitivity and reduces its temperature coefficient about twelvefold. That trade depends on $s$. If $s=3/2$, the exponent for weakly screened ionized impurities, the coefficient at $10^{20}\ \mathrm{cm^{-3}}$ is still $-0.18$ %/K, and $P=0.69$. This is an extreme case, not an estimate for real material: at this density the screening wave vector is comparable to twice the Fermi wave vector, so the screening is neither weak nor complete. A rough screened-Coulomb estimate (Born approximation, isotropic mass $m_d$, dielectric constant 11.7, impurity scattering alone) gives an effective exponent near 0.2 at the Fermi level, $P\approx0.5$ and a coefficient near $-0.08$ %/K, a reduction of about fourfold rather than twelvefold. In the limit of complete screening an impurity acts as a short-range centre, whose scattering rate follows the density of states, and $s$ returns to $-1/2$.

The gas at $10^{20}\ \mathrm{cm^{-3}}$ is not strongly degenerate at 300 K: $E_{F0}=74$ meV and $kT_0/E_{F0}=0.349$. For $s=-1/2$ the limit in (20) is $P=0.349$. The computed values are 0.353, 0.360, 0.356 and 0.342 at 100, 200, 300 and 400 K, while the dilute law falls from 3 to 0.75. The rise and fall has a simple origin. Equation (20) makes $P$ rise at first, since $1+4s=-1$, whereas at high temperature, where the gas becomes dilute, $P$ must fall as $T_0/T$. The small temperature coefficient at 300 K thus owes something to a nearby maximum, at about 220 K, as well as to degeneracy, and its value is sensitive to anything that moves that maximum.

For $s=3/2$ the limit is 1.05, but $P$ is 0.97 at 100 K and 0.58 at 400 K. Using the limiting formula at 300 K would overestimate 0.69 by about half. A limit above one is no contradiction, since $P$ compares a cold degenerate gas with a dilute gas at 300 K.

### Where the result fails

**Scattering between valleys.** Equation (1) ties $\tau$ to each valley's own edge. Suppose instead that elastic scattering spreads electrons over all six valleys, at a rate proportional to the total density of states at the total energy $\epsilon$. In the unstressed crystal this gives $\tau\propto E^{-1/2}$, as before. Under stress the total density of states changes by $-g'\sum_i(\delta E_i-\overline{\delta E})=0$ to first order, so $\tau(\epsilon)$ stays put while the edges move. In (5) only the factor $(\epsilon-E_i)^{3/2}$ then responds, and its derivative brings down $3/2$. With $\tau$ tied to the edge, the whole power $E^{s+3/2}$ responds and brings down $s+3/2=1$. The remaining integrals are equal, so mixing multiplies the response by
$$\frac{3/2}{s+3/2}=\frac32\qquad(s=-\tfrac12). \tag{21}$$
The expansion fails within $\Delta$ of the edges, but that region contributes less than first order. Direct integration with a splitting of $10^{-3}kT$, at $10^{20}\ \mathrm{cm^{-3}}$ and 300 K, gives 1.500. If mixing is equally complete at all densities, it cancels from $P$. If it is complete in the dilute material and absent in the dense one, $P$ falls by the factor 1.5. The factor 3/2 is not an upper bound. Scattering that links only valleys on different axes sees the edge move by $3/2$ times its deviation from the mean, and so responds more strongly. When such scattering by a phonon of 19 or 59 meV, at a strength comparable to the acoustic rate, is added in the dilute gas, the factor ranges from about 1.2 to 1.8.

**Finite stress.** At 100 MPa the splitting is 8.8 meV, about a third of $kT_0$. For $10^{17}\ \mathrm{cm^{-3}}$ and $s=-1/2$ the linear law gives resistivity changes of $\mp8.2\%$ in tension and compression. The full repopulation gives $-7.1\%$ and $+9.4\%$. At $10^{20}\ \mathrm{cm^{-3}}$ the linear values are $\mp2.9\%$ and the full ones $-2.8\%$ and $+3.1\%$.

**Band shape and ionization.** A nonparabolic band, $E(1+\alpha E)=\hbar^2k^2/2m$ along each axis with its own mass and a rough $\alpha=0.5\ \mathrm{eV^{-1}}$, changes $(T_0/T)\,d\ln\sigma_i/d\eta$ at $10^{20}\ \mathrm{cm^{-3}}$ from 0.356 to 0.349 when the scattering rate follows the density of states. The temperature coefficient is far more sensitive: the maximum moves from about 220 K to about 265 K and the coefficient at 300 K halves, from $-0.027$ to $-0.013$ %/K, so the twelvefold reduction quoted above is not a robust figure. The density $N$ is that of carriers, not donors. For isolated donors with a single bound level 45 meV deep, degenerate only in spin, the ionized share is $1/(1+2e^{\eta+E_d/kT})$ with $E_d=45$ meV. This gives 96% at $N=10^{17}\ \mathrm{cm^{-3}}$ and 300 K, but 70% at $10^{18}\ \mathrm{cm^{-3}}$. Both figures are only indicative: silicon donors have several further bound levels, starting roughly 10 to 20 meV above the lowest, depending on the donor. These are left out here and would lower both figures, the first by roughly a tenth and the second by more than a third. Donors at the higher density are also not well isolated.

**Comparison with real gauges.** The measured longitudinal coefficient of lightly doped n-type silicon at room temperature is roughly $-100\times10^{-11}\ \mathrm{Pa^{-1}}$, so the model accounts for about four fifths of it. Partial valley mixing would act in the right direction, but attributing the difference to it is a conjecture, since $\Xi_u$ is itself a rough value. Real devices break the assumption of one fixed $s$ most plainly: phonons and impurities scatter together, in proportions that change with doping and temperature. At $10^{20}\ \mathrm{cm^{-3}}$ and 300 K, going from $s=-1/2$ to $s=3/2$ moves $P$ from 0.36 to 0.69. Screening keeps real material short of the upper value, so this range overstates the effect. Anisotropic relaxation within a valley replaces $L$ by a mobility ratio in (12); if that ratio does not vary with energy, doping or temperature, $P$ is unaffected. Strain-induced changes of the masses and of the sample's dimensions have been left out. The numerical output lists the remaining values.

## Computed results

```
masses m_l, m_t, m_d = 0.92, 0.19, 0.3214 m_e
Xi_u = 9.0 eV, Xi_d = 1.0 eV
C11, C12 = 166.0, 64.0 GPa; T0 = 300 K
kT0 = 25.852 meV
mass ratio L = 4.842; (2/3)(L-1)/(2L+1) = 0.2397
dilute pi11 at T0 = -81.82 e-11 /Pa
  the same = -81.82 e-12 cm2/dyn
worst error, stressed crystal vs formula = 5.3e-07
At 300 K, s=-1/2: N(cm-3), eta, E_F0(meV), P, pi11(e-11/Pa)
  1e+17  -5.613   0.740 0.9982 -81.68
  1e+18  -3.299   3.436 0.9821 -80.36
  1e+19  -0.881  15.947 0.8451 -69.15
  1e+20   2.522  74.018 0.3561 -29.14
Temperature coefficient of P at 300 K (%/K): N, s=-1/2, s=3/2
  1e+17 -0.3324 -0.3331
  1e+18 -0.3244 -0.3311
  1e+19 -0.2555 -0.3114
  1e+20 -0.0268 -0.1809
P against T: T(K), dilute T0/T, 1e20 s=-1/2, 1e20 s=3/2
  100 3.0000 0.3532 0.9748
  200 1.5000 0.3598 0.8267
  300 1.0000 0.3561 0.6877
  400 0.7500 0.3423 0.5783
degenerate limit of P, 1e20 cm-3, s=-0.5: 0.3493
degenerate limit of P, 1e20 cm-3, s=1.5: 1.0478
kT0/E_F0 at 1e20 cm-3 = 0.3493
(kT/E_F0)^2 coefficient, s=-0.5: found 0.8227, formula 0.8225
(kT/E_F0)^2 coefficient, s=0.0: found -0.8229, formula -0.8225
(kT/E_F0)^2 coefficient, s=1.5: found -5.7504, formula -5.7573
density where P = 1/2 at 300 K, s=-0.5: 5.44e+19 cm-3
density where P = 1/2 at 300 K, s=1.5: 2.29e+20 cm-3
Neglected effects
valley splitting at 100 MPa = 8.824 meV
Resistivity change (%) at 300 K, s=-1/2: N, MPa, linear, full
  1e+17 +100 -8.168 -7.113
  1e+17 -100 +8.168 +9.376
  1e+20 +100 -2.914 -2.750
  1e+20 -100 +2.914 +3.090
nonparabolic P, 1e20 cm-3, alpha=0.5/eV: 0.3488
full valley mixing multiplies response by 1.500
ionized share, 45 meV donor, n=1e+17: 0.960
ionized share, 45 meV donor, n=1e+18: 0.704
```
